# Weibull Fitting of Breakdown Times with Surviving Tunnel Junctions: a numerical check

```python
"""Weibull maximum likelihood for right-censored tunnel-barrier breakdown.

Survival: S(t) = exp(-(t/eta)**beta), eta = characteristic life, beta = shape.
Result under test: the censored fit has a unique solution and recovers eta;
a fit to failures alone gives a scale below the common stop time. If at least
half of the junctions survive, it is also below the censored estimate.
The program also tests the limits of the claim and sizes neglected effects.
"""
import numpy as np
from scipy import constants, integrate, optimize, stats


def profile_score(beta, shifted_logs, mean_failed_log):
    weights = np.exp(beta * shifted_logs)
    total = weights.sum()
    average = weights @ shifted_logs / total
    variance = weights @ shifted_logs**2 / total - average**2
    return 1 / beta + mean_failed_log - average, -1 / beta**2 - variance


def fit_weibull(times, failed):
    """Return shape, scale and Newton iterates; failed is a Boolean array."""
    logs = np.log(times)
    top = logs.max()
    shifted = logs - top
    if not failed.any() or shifted[failed].mean() > -1e-12:
        raise ValueError("no finite maximum: failures are absent or all at the top")
    mean_failed = shifted[failed].mean()
    low = -1 / mean_failed
    high = 2 * low
    while profile_score(high, shifted, mean_failed)[0] > 0:
        low, high = high, 2 * high
    beta = low
    trace = [beta]
    for _ in range(100):
        score, slope = profile_score(beta, shifted, mean_failed)
        if score > 0:
            low = beta
        else:
            high = beta
        step = -score / slope
        if abs(step) < 1e-11 * beta:
            beta += step
            break
        beta = beta + step if low < beta + step < high else (low + high) / 2
        trace.append(beta)
    else:
        raise RuntimeError("root search did not converge")
    scale_log = top + np.log(np.exp(beta * shifted).sum() / failed.sum()) / beta
    return beta, np.exp(scale_log), trace


def fit_failures_only(times, failed):
    kept = times[failed]
    return fit_weibull(kept, np.ones(len(kept), dtype=bool))


def information(times, failed, beta, eta):
    """Observed information in the variables ln(eta), ln(beta)."""
    u = np.log(times / eta)
    w = np.exp(beta * u)
    r = failed.sum()
    cross = -beta**2 * (w @ u)
    return np.array([[beta**2 * r, cross],
                     [cross, r + beta**2 * (w @ u**2)]])


def negative_log_likelihood(log_parameters, times, failed):
    eta, beta = np.exp(log_parameters)
    return -(stats.weibull_min.logpdf(times[failed], beta, scale=eta).sum()
             + stats.weibull_min.logsf(times[~failed], beta, scale=eta).sum())


def discard_limit(tau):
    """Weibull fit (shape, scale) to a unit exponential truncated at tau."""
    norm = -np.expm1(-tau)

    def mean(function):
        return integrate.quad(
            lambda v: function(v) * tau * np.exp(-tau * v) / norm,
            0, 1, epsabs=1e-12, epsrel=1e-11, limit=200)[0]

    mean_log = mean(np.log)

    def score(k):
        return (1 / k + mean_log
                - mean(lambda v: v**k * np.log(v)) / mean(lambda v: v**k))

    k = optimize.brentq(score, 0.5, 3, xtol=1e-12)
    return k, tau * mean(lambda v: v**k)**(1 / k)


def early_quantile(beta, eta, probability=1e-6):
    return eta * (-np.log1p(-probability))**(1 / beta)


# Synthetic experiment
rng = np.random.default_rng(2718)
true_beta, true_eta, stop_time, junctions = 1.5, 1000.0, 600.0, 100
life = np.round(true_eta * rng.weibull(true_beta, junctions), 1)
failed = life <= stop_time
times = np.minimum(life, stop_time)
beta_hat, eta_hat, trace = fit_weibull(times, failed)
beta_drop, eta_drop, _ = fit_failures_only(times, failed)
info = information(times, failed, beta_hat, eta_hat)
errors = np.sqrt(np.diag(np.linalg.inv(info)))
interval = eta_hat * np.exp(np.array([-1, 1]) * stats.norm.ppf(0.975) * errors[0])

# Direct likelihood maximization, for common and staggered stop times
stagger = rng.uniform(200, 1200, junctions)
datasets = [(times, failed), (np.minimum(life, stagger), life <= stagger)]
for data_times, data_failed in datasets:
    b, e, _ = fit_weibull(data_times, data_failed)
    direct = optimize.minimize(
        negative_log_likelihood, [np.log(700), 0.1],
        args=(data_times, data_failed), method="Nelder-Mead",
        options={"xatol": 1e-8, "fatol": 1e-10, "maxiter": 1000})
    assert np.allclose(direct.x, np.log([e, b]), atol=2e-6)

# Finite-difference curvature of the defined likelihood
centre = np.log([eta_hat, beta_hat])
h = 1e-3
hessian = np.empty((2, 2))
for i in range(2):
    for j in range(2):
        di, dj = h * np.eye(2)[i], h * np.eye(2)[j]
        hessian[i, j] = sum(
            a * b * negative_log_likelihood(centre + a * di + b * dj, times, failed)
            for a in (-1, 1) for b in (-1, 1)) / (4 * h**2)
assert np.allclose(hessian, info, rtol=1e-3, atol=1e-3 * info.max())

# Slope and lower bracket of the profile score
shifted = np.log(times / times.max())
mean_failed = shifted[failed].mean()
for b in (0.3, 1.0, 2.5):
    difference = (profile_score(b + 1e-5, shifted, mean_failed)[0]
                  - profile_score(b - 1e-5, shifted, mean_failed)[0]) / 2e-5
    slope = profile_score(b, shifted, mean_failed)[1]
    assert slope < 0 and np.isclose(difference, slope, rtol=1e-6)
assert profile_score(-1 / mean_failed, shifted, mean_failed)[0] >= 0

# Ordering on data that do not follow a Weibull law
for trial in range(200):
    sample = np.sort(rng.lognormal(0, 1, 40) if trial % 2 else rng.uniform(1, 5, 40))
    count = int(rng.integers(2, 21))
    cut = (sample[count - 1] + sample[count]) / 2
    flags = sample <= cut
    recorded = np.minimum(sample, cut)
    b_all, e_all, _ = fit_weibull(recorded, flags)
    b_drop, e_drop, _ = fit_failures_only(recorded, flags)
    assert b_drop > b_all and e_drop < cut < e_all

# Large-sample behavior and the heavily censored limit
tau = (stop_time / true_eta)**true_beta
k_limit, scale_limit = discard_limit(tau)
beta_limit = true_beta * k_limit
eta_limit = true_eta * scale_limit**(1 / true_beta)
large_life = true_eta * rng.weibull(true_beta, 200000)
large_failed = large_life <= stop_time
large_times = np.minimum(large_life, stop_time)
large_full = fit_weibull(large_times, large_failed)
large_drop = fit_failures_only(large_times, large_failed)
# Tolerances exceed four standard errors for about 74000 failures.
assert np.allclose(large_full[:2], [true_beta, true_eta], rtol=0.02)
assert np.allclose(large_drop[:2], [beta_limit, eta_limit], rtol=0.015)
tau_grid = [0.001, 0.01, 0.1, 0.5, 1, 2, 4, 7, 10, 15]
grid_limits = [discard_limit(value) for value in tau_grid]
assert all(k > 1 and scale < 1 for k, scale in grid_limits)
golden = (1 + np.sqrt(5)) / 2
golden_scale = golden**(-2 / golden)
assert abs(grid_limits[0][0] - golden) < 2e-3
assert abs(grid_limits[0][1] / tau_grid[0] - golden_scale) < 2e-3
assert early_quantile(beta_limit, eta_limit) > early_quantile(true_beta, true_eta)

# A single extreme survivor can reverse the ordering
count = 400000
complete = -np.log((np.arange(count) + 0.5) / count)
complete_fit = fit_weibull(complete, np.ones(count, dtype=bool))
offset = 1 - np.euler_gamma
threshold = np.exp(offset + np.pi**2 / (6 * offset))
reversal = []
for cut in (50.0, 120.0):
    extended_fit = fit_weibull(np.append(complete, cut),
                               np.append(np.ones(count, dtype=bool), False))
    change = np.log(extended_fit[1] / complete_fit[1])
    predicted = cut / count * (1 - 6 * offset * (np.log(cut) - offset) / np.pi**2)
    # The prediction is first order in the weight of the added survivor.
    assert np.isclose(change, predicted, rtol=0.05)
    reversal.append(change)
assert reversal[0] > 0 > reversal[1]

# Repeated experiments
replicas = []
for _ in range(2000):
    trial_life = true_eta * rng.weibull(true_beta, junctions)
    flags = trial_life <= stop_time
    recorded = np.minimum(trial_life, stop_time)
    b, e, _ = fit_weibull(recorded, flags)
    bd, ed, _ = fit_failures_only(recorded, flags)
    se = np.sqrt(np.linalg.inv(information(recorded, flags, b, e))[0, 0])
    covered = abs(np.log(e / true_eta)) < stats.norm.ppf(0.975) * se
    replicas.append([b, e, bd, ed, covered])
replicas = np.array(replicas)
coverage = replicas[:, 4].mean()
assert np.all(replicas[:, 3] < stop_time)
# Finite-sample bias and normal-interval error are allowed for here.
assert abs(np.median(replicas[:, 1]) / true_eta - 1) < 0.08
assert 0.90 < coverage < 0.98

# Rough device parameters and neglected effects
voltage, thickness, diameter, resistance_area = 1.2, 1.1, 50.0, 10.0
field = 10 * voltage / thickness
voltage_acceleration = 30.0
field_acceleration = voltage_acceleration * thickness / 10
thickness_spread, resistance_spread, diameter_spread = 0.01, 0.08, 0.03
thermal_resistance, activation, ambient = 1e5, 0.5, 300.0
area = np.pi * (diameter / 1000)**2 / 4
resistance = resistance_area / area
power = voltage**2 / resistance
heating = power * thermal_resistance
temperature = ambient + heating
boltzmann_ev = constants.k / constants.e
heating_factor = np.exp(activation / boltzmann_ev * (1 / ambient - 1 / temperature))
field_log_spread = field_acceleration * field * thickness_spread
heat_log_spread = (activation / (boltzmann_ev * temperature**2)
                   * heating * resistance_spread)
area_log_spread = 2 * diameter_spread / true_beta
# A thinner barrier has both a higher field and more heating.
log_spread = np.hypot(field_log_spread + heat_log_spread, area_log_spread)
lead_resistance = 100.0
lead_drop = voltage * lead_resistance / (resistance + lead_resistance)
lead_factor = np.exp(voltage_acceleration * lead_drop)


def heterogeneous_fit(life_factors):
    uniform = (np.arange(1000) + 0.5) / 1000
    base = true_eta * (-np.log(uniform))**(1 / true_beta)
    population = np.outer(life_factors, base).ravel()
    b, e, _ = fit_weibull(np.minimum(population, stop_time), population <= stop_time)
    return b, e, np.quantile(population, 1 - np.exp(-1))


normal_grid = stats.norm.ppf((np.arange(81) + 0.5) / 81)
spread_fit = heterogeneous_fit(np.exp(log_spread * normal_grid))
weak_fit = heterogeneous_fit(np.r_[np.ones(98), np.full(2, 0.01)])
discard_loss = 1 - eta_limit / true_eta
for b, e, quantile in (spread_fit, weak_fit):
    assert b < true_beta
    assert abs(e / quantile - 1) < discard_loss
monitored = np.where(failed, np.ceil(times), times)
monitor_fit = fit_weibull(monitored, failed)
monitor_shift = monitor_fit[1] / eta_hat - 1
assert abs(monitor_shift) < 0.01

# Printed values
print(f"true shape {true_beta:.2f}; true scale {true_eta:.0f} s")
print(f"stop time {stop_time:.0f} s; junctions {junctions}")
print(f"failures {failed.sum()}; survivors {(~failed).sum()}")
print("failure times (s):")
ordered = np.sort(times[failed])
for start in range(0, len(ordered), 10):
    print(" ".join(f"{value:.1f}" for value in ordered[start:start + 10]))
print("Newton shapes:", " ".join(f"{value:.6f}" for value in trace))
print(f"mean ln(failure time/s) {np.log(times[failed]).mean():.6f}")
weights = (times / stop_time)**beta_hat
print(f"weighted mean ln(time/s) {np.average(np.log(times), weights=weights):.6f}")
print(f"censored fit: shape {beta_hat:.4f}; scale {eta_hat:.2f} s")
print(f"standard errors: ln scale {errors[0]:.4f}; ln shape {errors[1]:.4f}")
print(f"95% scale interval {interval[0]:.1f} to {interval[1]:.1f} s")
print(f"failures only: shape {beta_drop:.4f}; scale {eta_drop:.2f} s")
print(f"scale ratio failures-only/censored {eta_drop / eta_hat:.4f}")
print(f"1 ppm life, true {early_quantile(true_beta, true_eta):.4f} s")
print(f"1 ppm life, censored fit {early_quantile(beta_hat, eta_hat):.4f} s")
print(f"1 ppm life, failures only {early_quantile(beta_drop, eta_drop):.4f} s")
print(f"tau {tau:.5f}; expected failed fraction {-np.expm1(-tau):.5f}")
print(f"discard limit: k {k_limit:.5f}; lambda {scale_limit:.5f}")
print(f"discard limit: shape {beta_limit:.4f}; scale {eta_limit:.2f} s")
print(f"discard limit: 1 ppm life {early_quantile(beta_limit, eta_limit):.4f} s")
print(f"short-test limit: k {golden:.5f}; lambda/tau {golden_scale:.5f}")
print(f"large sample, censored: {large_full[0]:.4f}; {large_full[1]:.2f} s")
print(f"large sample, discarded: {large_drop[0]:.4f}; {large_drop[1]:.2f} s")
print(f"reversal tau {threshold:.3f}; survivor fraction {np.exp(-threshold):.3e}")
print(f"ln-scale change, survivor at tau 50: {reversal[0]:.4e}")
print(f"ln-scale change, survivor at tau 120: {reversal[1]:.4e}")
print(f"replicas {len(replicas)}; 95% interval coverage {coverage:.4f}")
print(f"median scales: {np.median(replicas[:, 1]):.2f}, {np.median(replicas[:, 3]):.2f} s")
print(f"mean scales: {replicas[:, 1].mean():.2f}, {replicas[:, 3].mean():.2f} s")
print(f"largest failures-only scale {replicas[:, 3].max():.2f} s")
print(f"barrier {thickness:.1f} nm; stress {voltage:.1f} V; field {field:.2f} MV/cm")
print(f"diameter {diameter:.0f} nm; RA {resistance_area:.0f} ohm um2")
print(f"voltage acceleration {voltage_acceleration:.0f} per V")
print(f"thickness spread {100 * thickness_spread:.1f}%; "
      f"resistance {100 * resistance_spread:.1f}%")
print(f"diameter spread {100 * diameter_spread:.1f}%; activation {activation:.1f} eV")
print(f"thermal resistance {thermal_resistance:.1e} K/W; ambient {ambient:.0f} K")
print(f"power {power * 1000:.4f} mW; heating {heating:.2f} K")
print(f"common heating shortens life by factor {heating_factor:.3f}")
print(f"ln-life spreads: field {field_log_spread:.3f}; heat {heat_log_spread:.3f}")
print(f"ln-life spreads: area {area_log_spread:.3f}; total {log_spread:.3f}")
print(f"with spread: shape {spread_fit[0]:.4f}; scale {spread_fit[1]:.2f} s")
print(f"with spread: actual 63.2% life {spread_fit[2]:.2f} s")
print("weak junctions: 2%, each with life factor 0.01")
print(f"with weak: shape {weak_fit[0]:.4f}; scale {weak_fit[1]:.2f} s")
print(f"with weak: actual 63.2% life {weak_fit[2]:.2f} s")
print(f"lead {lead_resistance:.0f} ohm: drop {lead_drop * 1000:.2f} mV; "
      f"life factor {lead_factor:.3f}")
print(f"1 s monitoring changes fitted scale by {100 * monitor_shift:.4f}%")
print("all assertions hold")
```

Printed output:

```
true shape 1.50; true scale 1000 s
stop time 600 s; junctions 100
failures 40; survivors 60
failure times (s):
64.9 66.1 92.0 98.2 139.3 150.8 156.9 159.3 170.8 198.6
199.9 206.8 208.8 214.9 242.6 251.3 268.9 280.1 294.2 304.4
313.8 329.3 329.8 334.4 335.7 356.7 371.1 384.2 417.9 423.0
460.6 476.5 477.4 488.4 491.4 505.9 522.4 548.9 596.2 598.0
Newton shapes: 1.263032 1.421877 1.443173 1.443483 1.443483
mean ln(failure time/s) 5.605184
weighted mean ln(time/s) 6.297953
censored fit: shape 1.4435; scale 942.83 s
standard errors: ln scale 0.1365; ln shape 0.1478
95% scale interval 721.5 to 1232.0 s
failures only: shape 2.2548; scale 354.10 s
scale ratio failures-only/censored 0.3756
1 ppm life, true 0.1000 s
1 ppm life, censored fit 0.0657 s
1 ppm life, failures only 0.7729 s
tau 0.46476; expected failed fraction 0.37171
discard limit: k 1.48065; lambda 0.23475
discard limit: shape 2.2210; scale 380.54 s
discard limit: 1 ppm life 0.7566 s
short-test limit: k 1.61803; lambda/tau 0.55167
large sample, censored: 1.5012; 996.77 s
large sample, discarded: 2.2217; 380.70 s
reversal tau 74.702; survivor fraction 3.610e-33
ln-scale change, survivor at tau 50: 1.2935e-05
ln-scale change, survivor at tau 120: -3.6039e-05
replicas 2000; 95% interval coverage 0.9405
median scales: 995.44, 379.81 s
mean scales: 1021.59, 379.17 s
largest failures-only scale 459.39 s
barrier 1.1 nm; stress 1.2 V; field 10.91 MV/cm
diameter 50 nm; RA 10 ohm um2
voltage acceleration 30 per V
thickness spread 1.0%; resistance 8.0%
diameter spread 3.0%; activation 0.5 eV
thermal resistance 1.0e+05 K/W; ambient 300 K
power 0.2827 mW; heating 28.27 K
common heating shortens life by factor 5.290
ln-life spreads: field 0.360; heat 0.122
ln-life spreads: area 0.040; total 0.483
with spread: shape 1.4035; scale 959.11 s
with spread: actual 63.2% life 1013.85 s
weak junctions: 2%, each with life factor 0.01
with weak: shape 1.1893; scale 1117.39 s
with weak: actual 63.2% life 986.28 s
lead 100 ohm: drop 23.11 mV; life factor 2.000
1 s monitoring changes fitted scale by -0.0975%
all assertions hold
```
